# Why resist index changes TM fringe contrast at fixed numerical aperture

## Two beams that cannot interfere

Let two coherent light beams of equal strength cross inside a resist at right angles, each travelling downward at 45° to the vertical. If both electric fields point along the lines being printed, they are parallel. They add fully where they are in phase and cancel where they are opposed. This is TE polarization, and its fringes have full contrast.

Now turn both fields into the plane that contains the two beams, which is TM polarization. Each field must be perpendicular to its own beam. Since the beams are perpendicular to each other, so are the fields. Then $|\mathbf E_1+\mathbf E_2|^2=|\mathbf E_1|^2+|\mathbf E_2|^2$ at every point, whatever the phase. The resist receives a uniform dose and no image.

TM contrast is therefore set by the angle between the beams inside the resist. A higher resist index reduces that angle. Whether this strengthens the fringes depends on which side of the right-angle crossing the process starts from.

## What the lens fixes and what the resist changes

Take $x$ across the lines and $z$ upward. The vacuum wavelength is $\lambda$, and $k_0=2\pi/\lambda$. The two beams come from opposite edges of the pupil, so their horizontal wavevectors are $\pm k_x$ with $k_x=k_0\,\mathrm{NA}$. All layers are flat and uniform along $x$. The fields must match along the whole of each interface, so $k_x$ is the same in every layer.

In a resist of index $n$ the wavevector has length $nk_0$. If $\theta$ is the beam angle from the vertical, then $k_x=nk_0\sin\theta$, and

$$\sin\theta=\frac{\mathrm{NA}}{n},\qquad k_z=nk_0\cos\theta .$$

At fixed NA, a larger $n$ makes the beams steeper. The fringe pitch does not change. It is set by the difference $2k_x$ of the horizontal wavevectors:

$$P=\frac{2\pi}{2k_x}=\frac{\lambda}{2\,\mathrm{NA}} .$$

## The contrast

Assume for now that the resist is isotropic, that its absorption is too weak to alter the fields, and that nothing reflects from below. The wavevectors are $(\pm k_x,-k_z)$. TM fields perpendicular to them, with equal horizontal parts in phase at $x=0$, are

$$\mathbf E_\pm=E_0(\cos\theta,\ \pm\sin\theta)\,e^{i(\pm k_xx-k_zz)} .$$

The horizontal parts add and the vertical parts subtract:

$$E_x=2E_0\cos\theta\cos(k_xx)\,e^{-ik_zz},\qquad
E_z=2iE_0\sin\theta\sin(k_xx)\,e^{-ik_zz}.$$

The exposure rate is taken proportional to $|\mathbf E|^2$, because the power absorbed per unit volume in an isotropic medium is proportional to it. Using $2\cos^2u=1+\cos2u$ and $2\sin^2u=1-\cos2u$,

$$\begin{aligned}
|\mathbf E|^2&=4E_0^2\left[\cos^2\theta\cos^2(k_xx)+\sin^2\theta\sin^2(k_xx)\right]\\
&=2E_0^2\left[1+(\cos^2\theta-\sin^2\theta)\cos(2k_xx)\right].
\end{aligned}$$

The coefficient of the cosine, relative to the mean, is the signed contrast:

$$C=\cos2\theta=1-2\sin^2\theta=1-\frac{2\,\mathrm{NA}^2}{n^2}.$$

The horizontal field makes one set of fringes. The vertical field makes a second set, displaced by half a pitch, which fills in the dark lines of the first. Raising $n$ moves field strength from the second set to the first.

For TE light in phase at $x=0$, the sum is $E_y=2E_0\cos(k_xx)e^{-ik_zz}$, so $|\mathbf E|^2\propto1+\cos(2k_xx)$. The TE contrast is 1 at any index in this model. A positive $C$ means that TM bright lines coincide with TE bright lines, and a negative $C$ means that they fall on TE dark lines.

For a symmetric pair inside the pupil edge, NA is replaced by the transverse index actually used, $\lambda/(2P)$:

$$C=1-\frac{\lambda^2}{2P^2n^2}.$$

Coarse patterns therefore suffer little, since the loss falls as $1/P^2$.

## Why the angle is the cause

The contrast depends on NA and $n$ only through their ratio. If $n$ rises from 1.70 to 1.90 while NA rises from 0.93 to 1.0394, the angle stays the same and $C$ stays at 0.4015. A higher index without a smaller angle brings no gain.

The medium above the resist also drops out at fixed NA. It changes the transmitted amplitude, but by symmetry it changes both beams equally, and a common factor cancels from $C$.

The loss belongs to the electric field. The magnetic fields of both TM beams lie along the printed lines and add as $H_y\propto\cos(k_xx)$, so $|\mathbf H|^2$ has full contrast. The downward energy flux, proportional to the product of $E_x$ and $H_y$, varies as $\cos^2(k_xx)$ and also has full contrast. An image calculated as energy flux through a plane would thus miss the TM loss.

## When a higher index helps

At fixed NA,

$$\frac{dC}{dn}=\frac{4\,\mathrm{NA}^2}{n^3}>0 ,$$

so the signed contrast always rises in this model. The depth of a pure TM image is measured instead by the visibility

$$V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
=\frac{(1+|C|)-(1-|C|)}{(1+|C|)+(1-|C|)}=|C| .$$

There are two regimes. If $n>\sqrt2\,\mathrm{NA}$, the angle is below 45°, $C$ is positive, and a higher index deepens the fringes. If $\mathrm{NA}<n<\sqrt2\,\mathrm{NA}$, the angle is above 45° and the image is reversed. A small rise in index then weakens it. The fringes vanish at $n=\sqrt2\,\mathrm{NA}$ and return with the opposite sign.

To recover the original visibility from the reversed side, the new index $n'$ must satisfy $C(n')=-C(n)$:

$$1-\frac{2\,\mathrm{NA}^2}{n'^2}=-1+\frac{2\,\mathrm{NA}^2}{n^2}
\quad\Rightarrow\quad
\frac1{n'^2}=\frac1{\mathrm{NA}^2}-\frac1{n^2}.$$

Multiplied by $\mathrm{NA}^2$, this reads $\sin^2\theta'=1-\sin^2\theta$, so the old and new angles add to 90°.

The limits show the same behaviour. As $n$ grows without bound, the beams become vertical, both fields become horizontal, and $C\to1$. As $n$ falls towards NA, the beams run almost horizontally in opposite directions. Their fields are then vertical and $C\to-1$, which is a deep image in the reversed position.

## How large the effect is at 193 nm

Consider first a dry lens of NA 0.93, for which the pitch is 103.8 nm. With $n=1.70$,

$$C=1-\frac{2(0.93)^2}{(1.70)^2}=1-0.5985=0.4015,$$

and the internal angle is 33.2°. At $n=1.90$ the angle falls to 29.3° and

$$C=1-\frac{2(0.93)^2}{(1.90)^2}=1-0.4792=0.5208 .$$

The gain is 0.119. The zero of contrast lies at $n=1.315$, well below both indices, so here a higher index does improve the TM image.

Now take a water-immersion lens of NA 1.35, with a pitch of 71.5 nm and the same two resists. At $n=1.70$ the angle is 52.6° and $C=-0.261$. At $n=1.90$ the angle is 45.3° and $C=-0.010$. The signed contrast has risen by 0.25, yet the fringes have almost disappeared. The index of zero contrast is 1.909, and the visibility found at 1.70 is not regained until $n=2.221$.

## Unpolarized light

Unpolarized light is an incoherent mixture of TE and TM, so their exposures add. Let $w_{TE}$ and $w_{TM}$ be their fractions of the mean deposited energy, with $w_{TE}+w_{TM}=1$. Then

$$C_{\rm un}=w_{TE}+w_{TM}C .$$

For equal fractions this is

$$C_{\rm un}=\frac{1+C}{2}=1-\frac{\mathrm{NA}^2}{n^2},$$

which is positive for $n>\mathrm{NA}$ and rises with $n$. A reversed TM image subtracts from the TE image, so weakening it is useful. In the immersion example $C_{\rm un}$ rises from 0.369 to 0.495, although the TM fringes nearly vanish. In the dry example it rises from 0.701 to 0.760.

The fractions are not equal when equal TE and TM powers arrive from outside. Let the outside medium have index $n_0$ and beam cosine $c_0$, and let $c=\cos\theta$. For TM, continuity of the horizontal electric and magnetic fields gives

$$c_0(1+r)=ct,\qquad n_0(1-r)=nt .$$

Dividing the first by $c_0$ and the second by $n_0$, then adding, removes $r$. For TE the conditions are $1+r=t$ and $n_0c_0(1-r)=nct$, and the same procedure applies. The results are

$$t_{TM}=\frac{2n_0c_0}{nc_0+n_0c},\qquad
t_{TE}=\frac{2n_0c_0}{n_0c_0+nc}.$$

The TE denominator exceeds the TM one by $(n-n_0)(c-c_0)$. This is positive when $n>n_0$, because refraction then makes $c>c_0$. TM light therefore enters more strongly and has the larger weight. With weights proportional to $t^2$, the dry contrast is 0.641 at $n=1.70$ and 0.701 at $n=1.90$. For immersion, with water index 1.44, the values are 0.341 and 0.448. The benefit of the higher index survives in both cases, as long as nothing reflects from below. With a reflecting substrate the TE and TM weights depend on film thickness. For the dry lens, a 100 nm film and an extinction coefficient of 0.03, the film-integrated contrast rises only from 0.669 to 0.693 on the antireflective layer of the next section, and on bare silicon it falls from 0.811 to 0.707.

## Reflection from below

Reflection is the largest of the optical corrections sized here, when contrast is judged at a particular depth. Let $r$ now be the magnetic reflection coefficient at the resist bottom, $R=|r|^2$, and $z$ the height above it. The magnetic field is

$$H_y\propto\left(e^{-ik_zz}+re^{ik_zz}\right)\cos(k_xx).$$

Maxwell's equations give $E_x$ from $\partial H_y/\partial z$ and $E_z$ from $\partial H_y/\partial x$. The vertical derivative reverses the relative sign of the upward wave, so

$$E_x\propto k_z\left(e^{-ik_zz}-re^{ik_zz}\right)\cos(k_xx),\qquad
E_z\propto k_x\left(e^{-ik_zz}+re^{ik_zz}\right)\sin(k_xx).$$

With $q(z)=\mathrm{Re}(re^{2ik_zz})$, the squared brackets are $1+R-2q$ and $1+R+2q$. Hence $|\mathbf E|^2\propto A\cos^2(k_xx)+B\sin^2(k_xx)$, where

$$A=\cos^2\theta\,(1+R-2q),\qquad B=\sin^2\theta\,(1+R+2q).$$

The contrast of such a sum is $(A-B)/(A+B)$. Collecting terms with $\cos^2\theta-\sin^2\theta=C$ gives

$$C(z)=\frac{(1+R)C-2q}{(1+R)-2qC}.$$

For weak reflection, $R$ is of second order in $|r|$ and can be dropped. Expanding the denominator to first order in $q$,

$$C(z)\approx(C-2q)(1+2qC)\approx C-2q(1-C^2).$$

The change follows the reflected amplitude, not the reflected power, so a small reflectance can matter. For the dry lens and $n=1.70$, take an absorbing antireflective layer of index $1.80+0.35i$, treated as infinitely thick. Its reflectance is only 0.44%, but local contrast ranges from 0.28 to 0.51 through a 100 nm film.

Over one standing-wave period, $\pi/k_z$, $q$ averages to zero. The depth-integrated exposure then has the original contrast $C$. The period is 67.8 nm at $n=1.70$, so a 100 nm film ends part-way through its second period and its integrated contrast is 0.424 instead of 0.4015. At $n=1.90$ it is 0.529. The gain from the higher index is thus 0.105 at this fixed thickness, compared with 0.119 without reflection.

On bare silicon, with index $0.90+2.80i$, the reflectance is about 52%. At $n=1.70$ local contrast runs from $-0.89$ to $+0.98$, so the TM image reverses at some depths. The film-integrated values at the two resist indices are 0.547 and 0.606, a gain of only 0.06. The high integrated contrast does not imply a good resist profile, because the image changes strongly with depth.

## Absorption, source width and blur

**Absorption.** In an absorbing resist $k_z$ becomes complex while $k_x$ stays real. The fields perpendicular to $(\pm k_x,-k_z)$ are proportional to $(k_z,\pm k_x)$. The same addition as before gives

$$C=\frac{|k_z|^2-k_x^2}{|k_z|^2+k_x^2}.$$

For the dry lens, $n=1.70$ and an extinction coefficient of 0.03, contrast changes by only $+0.0003$. Absorption still reduces the dose with depth, but both beams decay together. The reflection results above are for a lossless resist. With this extinction coefficient included, the dry values at $n=1.70$ on the antireflective layer become 0.420 for the film and 0.31 to 0.50 locally, and the local minimum on silicon becomes $-0.78$.

**Source width.** An off-centre source point tilts the pair. If the angles are $\theta_1,\theta_2$ and the amplitudes in the resist are $a,b$, the scalar product of the two fields is $ab\cos(\theta_1+\theta_2)$. The interference term is twice this product, so

$$C_{12}=\frac{2ab\cos(\theta_1+\theta_2)}{a^2+b^2}.$$

With transverse indices 0.93 and 0.83, entering from air with equal amplitudes, this is 0.455 at $n=1.70$ and 0.560 at $n=1.90$. These values exceed those of the edge pair, but the fringes are also coarser, so they are not a comparison at fixed pitch. They describe one tilted pair at the focal plane, not a full source.

**Chemical blur.** Let the exposure pattern be averaged over a Gaussian $G(u)$ of standard deviation $s$. With $\kappa=2\pi/P$, the fringe amplitude is multiplied by $F(\kappa)=\int G(u)\cos(\kappa u)\,du$. Since $uG=-s^2G'$, integration by parts gives

$$\frac{dF}{d\kappa}=-\int uG\sin(\kappa u)\,du
=s^2\int G'\sin(\kappa u)\,du=-s^2\kappa F .$$

With $F(0)=1$, the solution is

$$F=e^{-s^2\kappa^2/2}=e^{-2\pi^2s^2/P^2}.$$

For $s=10$ nm in the dry case, $F=0.83$. The contrasts 0.4015 and 0.5208 become 0.334 and 0.434. At fixed pitch and blur length, the ratio between the two resists is unchanged.

## The model beside a real process

The wavelength and the two numerical apertures belong to the regime of argon-fluoride lithography. A resist index near 1.7 and an extinction coefficient of a few hundredths are rough typical values; the water, antireflective-layer and silicon indices are also rough. A resist index of 1.90 is well above typical and serves to show the trend. The blur of 10 nm is a round choice, not a property of a particular resist. Real film stacks break the no-reflection assumption. For the antireflective layer used here, this moves the dry contrast at $n=1.70$ by about 0.02 when integrated over the film, and by up to about 0.12 at a given depth. That layer was taken as infinitely thick. The same material only 30 to 60 nm thick on silicon, with its thickness not tuned, reflects 3 to 5%; the film-integrated contrast then lies between about 0.34 and 0.46, and at 30 nm the local contrast runs from $-0.02$ to 0.70. The numbers are model results, not measurements of a process.

## What to do about it

For a symmetric beam pair with negligible reflection from below, first compare $n$ with $\sqrt2$ times the transverse index of each beam. If $n$ is larger, a higher index improves the TM image at fixed pitch and blur. If $n$ is smaller and the light is purely TM, a modest increase can erase the fringes. The target must then lie beyond $n'$ for a net gain in visibility.

Where the critical lines share one direction, illumination with the electric field along them removes this vector loss without a new resist for beams in the plane across the lines. Source points out of that plane leave a small residual loss: at NA 1.35 and $n=1.70$, the contrast is about 0.98 for points 17.5° around the pupil edge from that plane and 0.95 at 30°. Where TE and TM must be mixed, use signed contrast and the actual energy fractions, because a visible but reversed TM image harms the total.

Finally, compare resists with the whole film stack included. A change of index also changes the standing-wave period and the reflection, so a fixed thickness can hide or exaggerate the expected gain. For the dry lens and films of 50 to 200 nm, the TM gain ranges from about 0.09 to 0.14 on the antireflective layer and from about $-0.02$ to 0.20 on bare silicon, against 0.119 without reflection. The numerical output gives the ideal and unpolarized contrasts for both lenses. It gives the corrections for absorption, reflection, source width and blur for the dry lens only.

## Table of computed values

```
vacuum wavelength: 193 nm; film thickness: 100 nm
outside index: dry 1.00, water 1.44
NA 0.93: pitch 103.76 nm, outside angle 68.43 deg
  n 1.70: NA/n 0.5471, angle 33.17 deg, C +0.4015, visibility 0.4015
  n 1.90: NA/n 0.4895, angle 29.31 deg, C +0.5208, visibility 0.5208
  dC/dn at n 1.70: 0.7042 per unit index
NA 1.35: pitch 71.48 nm, outside angle 69.64 deg
  n 1.70: NA/n 0.7941, angle 52.57 deg, C -0.2612, visibility 0.2612
  n 1.90: NA/n 0.7105, angle 45.28 deg, C -0.0097, visibility 0.0097
  dC/dn at n 1.70: 1.4838 per unit index
C at n 1.90 with NA scaled to 1.0394: +0.4015
index of zero TM contrast at NA 0.93: 1.3152
index of zero TM contrast at NA 1.35: 1.9092
index regaining the n 1.70 visibility at NA 1.35: 2.2213
unpolarized, NA 0.93, n 1.70: equal energies 0.7007, with transmission 0.6409
unpolarized, NA 0.93, n 1.90: equal energies 0.7604, with transmission 0.7008
unpolarized, NA 1.35, n 1.70: equal energies 0.3694, with transmission 0.3410
unpolarized, NA 1.35, n 1.90: equal energies 0.4952, with transmission 0.4482
resist extinction coefficient: 0.03
change of C by absorption, dry, n 1.70: +0.000345
antireflective layer: index 1.80 + 0.35i
  n 1.70: reflectance 0.0044, local C +0.284 to +0.507, film C +0.4239
    standing-wave period 67.81 nm, C over it +0.4015
  n 1.90: reflectance 0.0046, local C +0.415 to +0.613, film C +0.5286
    standing-wave period 58.24 nm, C over it +0.5208
bare silicon: index 0.90 + 2.80i
  n 1.70: reflectance 0.5218, local C -0.885 to +0.978, film C +0.5469
    standing-wave period 67.81 nm, C over it +0.4015
  n 1.90: reflectance 0.5145, local C -0.841 to +0.983, film C +0.6064
    standing-wave period 58.24 nm, C over it +0.5208
source half-width 0.05 in NA; beams at 0.93 and 0.83
  tilted-pair C, n 1.70: +0.4546
  tilted-pair C, n 1.90: +0.5598
blur standard deviation 10 nm: dry contrast factor 0.8325
  blurred C, n 1.70: +0.3342
  blurred C, n 1.90: +0.4336
```
